Allowed J of equivalent electrons, and where seniority is needed

**Setting.** In a relativistic description of an atom, the electrons of one subshell share the principal quantum number and the Dirac angular quantum number κ. They therefore share j and the orbital parity, and differ only in the projection m = −j, −j+1, …, j. The configuration with n electrons in this subshell is written j^n. All other subshells are taken to be empty or filled, so that they contribute no angular momentum, and mixing with other configurations is ignored. Angular momenta are in units of ħ.

Number the orbitals by k = j + m, which runs over the integers 0, 1, …, 2j. A determinant is then a set of n different digits. For example, 541 means that the orbitals k = 5, 4 and 1 are occupied. Let N(M) be the number of determinants with total projection M, and let g(J) be the number of levels with total angular momentum J, a level being a complete set of 2J+1 states.

**Part (a)**

*Express M through the digits k, and find g(J) in terms of the counts N(M).*

**Answer.** Each electron contributes m = k − j, so a determinant is an eigenstate of Jz with

M = Σ(k − j) = Σk − nj.

The operators Jz and J± are sums of one-electron operators, with the same operator for each electron. They change m but not j, and they preserve antisymmetry. Acting on a state of j^n, they give a state of j^n or zero. The space spanned by the determinants is therefore closed under rotations, and J² and Jz can be diagonalized together within it.

Let |J,M⟩ be a normalized joint eigenstate. Lowering it gives a state of squared norm

‖J₋|J,M⟩‖² = J(J+1) − M(M−1) = (J+M)(J−M+1),

which is positive for −J < M ≤ J. The same operation takes orthogonal states of equal J and M into orthogonal states, because J₊J₋ acts on all of them as the same number. Lowering therefore loses no state. Raising loses none either for −J ≤ M < J, by the same argument. Hence a given J occurs equally often at every M from −J to J, namely g(J) times.

The states of fixed M form a space of dimension N(M), whichever basis is used. Counting in the basis of J² and Jz gives

N(M) = Σ g(J), summed over all J ≥ |M|.

The values of J in the sum differ by integers. For M = J ≥ 0, the sum for N(J) contains one more term than the sum for N(J+1), and that term is g(J). Therefore

g(J) = N(J) − N(J+1).

Only M ≥ 0 need be listed, because reversing the sign of every m shows that N(−M) = N(M).

**Part (b)**

*How are the levels of n electrons related to those of 2j+1−n electrons?*

**Answer.** Replace the occupied orbitals of a determinant by the empty ones. This pairs each determinant of n electrons with one determinant of 2j+1−n electrons. The projections of all orbitals in the subshell add to zero, so

M(occupied) + M(empty) = 0.

The partner has projection −M. Since the counts are symmetric in M, both configurations have the same N(M), and by part (a) the same g(J). Thus n electrons and n holes have the same allowed J. This is a statement about counting, and does not say that the two sets of levels have equal energies.

**Part (c)**

*Find the allowed J for n = 0, 1 and 2 for any half-integer j. Hence complete the list for j = 3/2.*

**Answer.** For n = 0 there is one state, with M = 0, so J = 0. For n = 1 each M from −j to j occurs once, so J = j.

For n = 2, call the projections m₁ > m₂, with m₁ + m₂ = M ≥ 0. The condition m₁ > m₂ = M − m₁ means m₁ > M/2. The other condition is m₁ ≤ j; then m₂ = M − m₁ ≥ −j holds as well. Write m₁ = j − s with s = 0, 1, 2, …. The allowed s satisfy

s < (2j − M)/2.

Since 2j is odd, 2j − M is odd for even M and even for odd M. Counting the integers s gives

N(M) = (2j + 1 − M)/2 for even M,
N(M) = (2j − M)/2 for odd M.

The differences required by part (a) are

even J: g(J) = (2j + 1 − J)/2 − (2j − J − 1)/2 = 1,
odd J: g(J) = (2j − J)/2 − (2j − J)/2 = 0.

In the second line, N(J+1) was taken from the formula for even M. The largest M is j + (j−1) = 2j − 1, which is even. Hence

j^2: J = 0, 2, 4, …, 2j − 1, each once.

The value J = 2j is absent because it would need both electrons in m = j, which the Pauli principle forbids.

For j = 3/2 the counts at M = 0, 1, 2 are 2, 1, 1. With part (b) for n = 3 and 4, the full list is

(3/2)^0 and (3/2)^4: J = 0
(3/2)^1 and (3/2)^3: J = 3/2
(3/2)^2: J = 0, 2.

**Part (d)**

*Treat three electrons with j = 5/2 and j = 7/2 by listing determinants. Complete the list for j = 5/2.*

**Answer.** For (5/2)^3 the digits run from 0 to 5, and M = Σk − 15/2. The largest digit sum is 5+4+3 = 12, so the largest M is 9/2. Lowering the sum by one at a time gives:

M = 9/2: 543; N = 1
M = 7/2: 542; N = 1
M = 5/2: 541, 532; N = 2
M = 3/2: 540, 531, 432; N = 3
M = 1/2: 530, 521, 431; N = 3

Subtracting from each count the one above it gives g = 1, 0, 1, 1, 0. The allowed values are J = 9/2, 5/2 and 3/2. Their dimensions add to

10 + 6 + 4 = 20,

which equals the number of ways of choosing 3 orbitals from 6.

The two-electron result gives J = 0, 2, 4 for (5/2)^2. With holes included, the list is

(5/2)^0 and (5/2)^6: J = 0
(5/2)^1 and (5/2)^5: J = 5/2
(5/2)^2 and (5/2)^4: J = 0, 2, 4
(5/2)^3: J = 3/2, 5/2, 9/2.

For (7/2)^3 the digits run from 0 to 7, and M = Σk − 21/2:

M = 15/2: 765; N = 1
M = 13/2: 764; N = 1
M = 11/2: 763, 754; N = 2
M = 9/2: 762, 753, 654; N = 3
M = 7/2: 761, 752, 743, 653; N = 4
M = 5/2: 760, 751, 742, 652, 643; N = 5
M = 3/2: 750, 741, 732, 651, 642, 543; N = 6
M = 1/2: 740, 731, 650, 641, 632, 542; N = 6

The differences are g = 1, 0, 1, 1, 1, 1, 1, 0. Hence

(7/2)^3: J = 3/2, 5/2, 7/2, 9/2, 11/2, 15/2.

The dimensions add to 4+6+8+10+12+16 = 56, the number of ways of choosing 3 orbitals from 8. No J is repeated.

**Part (e)**

*List the determinants of (7/2)^4 with M ≥ 0 and find the levels. Complete the list for j = 7/2. As j increases from 1/2, where does a repeated J first occur?*

**Answer.** Now M = Σk − 14, and the largest digit sum is 7+6+5+4 = 22:

M = 8: 7654; N = 1
M = 7: 7653; N = 1
M = 6: 7652, 7643; N = 2
M = 5: 7651, 7642, 7543; N = 3
M = 4: 7650, 7641, 7632, 7542, 6543; N = 5
M = 3: 7640, 7631, 7541, 7532, 6542; N = 5
M = 2: 7630, 7621, 7540, 7531, 7432, 6541, 6532; N = 7
M = 1: 7620, 7530, 7521, 7431, 6540, 6531, 6432; N = 7
M = 0: 7610, 7520, 7430, 7421, 6530, 6521, 6431, 5432; N = 8

The differences that settle the question are

g(4) = N(4) − N(5) = 5 − 3 = 2,
g(2) = N(2) − N(3) = 7 − 5 = 2.

The others are g(8) = g(6) = g(5) = g(0) = 1 and g(7) = g(3) = g(1) = 0. Thus

(7/2)^4: J = 0, 2, 2, 4, 4, 5, 6, 8.

The dimensions add to 1 + 2×5 + 2×9 + 11 + 13 + 17 = 70, the number of ways of choosing 4 orbitals from 8. The rest of the list follows from parts (b), (c) and (d):

(7/2)^0 and (7/2)^8: J = 0
(7/2)^1 and (7/2)^7: J = 7/2
(7/2)^2 and (7/2)^6: J = 0, 2, 4, 6
(7/2)^3 and (7/2)^5: J = 3/2, 5/2, 7/2, 9/2, 11/2, 15/2.

For j = 1/2 the allowed values are J = 0, 1/2, 0 for n = 0, 1, 2. Neither this list nor those for j = 3/2 and 5/2 contains a repeat within one configuration. For j = 7/2 the other values of n have none either. The first repeats are therefore J = 2 and J = 4 in (7/2)^4.

A repeated J has a physical consequence. If J occurs once, the states of given J and M in j^n form a one-dimensional space, so the state is fixed up to a phase. If J occurs twice, J and M leave a two-dimensional space. Parity does not help, because all determinants of j^n have the same parity. A further label is needed.

**Part (f)**

*Let a†_m create an electron in orbital m, with {a_m, a†_m′} = δ_mm′ and all other anticommutators zero. Define*

P† = Σ_{m>0} s_m a†_m a†_{−m}, s_m = (−1)^{j−m}.

*Show that P† commutes with Jz and J±, and that [P, P†] = Ω − N̂, where Ω = j + 1/2 and N̂ is the electron number operator.*

**Answer.** First extend the sum to all m. Since 2m is odd, s_{−m} = −s_m. Exchanging the creation operators gives another minus sign, so the terms for m and −m are equal:

P† = ½ Σ_m s_m a†_m a†_{−m}, summed over all m.

The identity [a†_p a_q, a†_r] = δ_qr a†_p follows from the anticommutators. Applied to Jz = Σ m a†_m a_m and J₊ = Σ c_m a†_{m+1} a_m, with J₋ the adjoint of J₊, it gives

[Jz, a†_m] = m a†_m,
[J₊, a†_m] = c_m a†_{m+1},
[J₋, a†_m] = c_{−m} a†_{m−1},
c_m = √((j−m)(j+m+1)).

The first relation gives [Jz, P†] = 0, because m and −m cancel. For J₊,

[J₊, P†] = ½ Σ_m s_m (c_m a†_{m+1} a†_{−m} + c_{−m} a†_m a†_{−m+1}).

In the second term replace m by m+1. It becomes s_{m+1} c_{−m−1} a†_{m+1} a†_{−m}. Here s_{m+1} = −s_m, and the definition of c gives c_{−m−1} = c_m. The two terms cancel. The end terms cause no trouble, because c_j = 0. For J₋,

[J₋, P†] = ½ Σ_m s_m (c_{−m} a†_{m−1} a†_{−m} + c_m a†_m a†_{−m−1}).

Replacing m by m−1 in the second term gives the factor s_{m−1} c_{m−1} = −s_m c_{−m}, and the terms cancel again. Thus P† adds two electrons without changing J or M: it creates a pair with J = 0. Taking adjoints shows that P also commutes with Jz and J±.

For the other commutator, P = Σ_{m>0} s_m a_{−m} a_m. Pair operators belonging to different m > 0 commute, since each contains an even number of fermion operators and they act on different orbitals. For equal m, with n_m = a†_m a_m,

a_{−m} a_m a†_m a†_{−m} = (1 − n_m)(1 − n_{−m}),
a†_m a†_{−m} a_{−m} a_m = n_m n_{−m}.

The difference is 1 − n_m − n_{−m}. Since s_m² = 1 and there are Ω positive values of m,

[P, P†] = Σ_{m>0} (1 − n_m − n_{−m}) = Ω − N̂.

The term −N̂ expresses Pauli blocking: electrons already present leave less room for another pair.

**Part (g)**

*A state of v electrons with Pψ = 0 contains no J = 0 pair and is said to have seniority v. Adding pairs with P† leaves v unchanged. Show that seniority separates the repeated levels of (7/2)^4, and assign v to all its levels.*

**Answer.** For j = 7/2, Ω = 4. Let φ be a normalized state of (7/2)^2 with J = 2 or 4. The state Pφ has no electrons, so it can have only J = 0. But P preserves J, so Pφ = 0 and φ has v = 2. Using the commutator with N̂φ = 2φ,

P P†φ = P†Pφ + (Ω − N̂)φ = 0 + (4 − 2)φ = 2φ.

Taking the scalar product with φ gives ‖P†φ‖² = 2, so P†φ is not zero. It is a four-electron state with the same J and M as φ, and with v = 2. Acting with P† on the last equation gives

P†P (P†φ) = 2 (P†φ).

Now consider all states of (7/2)^4 with this J and a fixed M. They form a two-dimensional space. The operator P maps it into the states of (7/2)^2 with the same J and M, which form a one-dimensional space. At least one nonzero state χ must therefore satisfy

Pχ = 0, and so P†Pχ = 0.

This state has v = 4. It is orthogonal to the first, since ⟨χ|P†φ⟩ = ⟨Pχ|φ⟩ = 0. The two states thus have the same J and M but different eigenvalues of the Hermitian operator P†P, namely 2 for v = 2 and 0 for v = 4. The argument holds for J = 2 and for J = 4, so seniority supplies the missing label in both cases.

The remaining levels occur once each. For J = 6 the argument with φ applies unchanged and gives v = 2. For J = 5 and 8 there is no level of (7/2)^2 with the same J, so P must give zero and v = 4. The determinant 7654 shows this directly for J = M = 8. Opposite projections correspond to digits that add to 7, and no two of its digits do.

For J = 0 start from the vacuum |0⟩, which has v = 0. The commutator gives P P†|0⟩ = 4|0⟩, and then

P (P†)²|0⟩ = P†(P P†|0⟩) + (4 − 2)P†|0⟩ = 6 P†|0⟩.

So (P†)²|0⟩ is not zero. It is the J = 0 state of four electrons, with v = 0 and P†P = 6. The assignments are

v = 0: J = 0
v = 2: J = 2, 4, 6
v = 4: J = 2, 4, 5, 8.

The numerical check checks the level counts by diagonalizing J², and these assignments by diagonalizing P†P.

**Part (h)**

*Does a repeat always require at least four electrons? Does the label v guarantee that the energy eigenstates have definite seniority?*

**Answer.** The answer to the first question is no. For (9/2)^3 the digits run from 0 to 9, and M = Σk − 27/2. The determinants needed are

M = 9/2: 981, 972, 963, 954, 873, 864, 765; N = 7
M = 11/2: 982, 973, 964, 874, 865; N = 5.

Hence g(9/2) = 7 − 5 = 2. The result of part (e) is first in order of increasing j, and does not set a minimum number of electrons for larger j.

The answer to the second question is also no, on the basis of this counting alone. A rotationally invariant Hamiltonian restricted to (7/2)^4 is a 2×2 matrix for J = 2 at fixed M, and another for J = 4. In the basis v = 2, 4, the energy eigenstates can be chosen with definite v if the off-diagonal element vanishes; they must have definite v if, in addition, the two diagonal elements differ. If the off-diagonal element does not vanish, the eigenstates are mixtures, and v labels only the basis states. Counting does not decide between these cases. For j = 7/2 a known result, quoted here without proof, does so for two-body interactions: the off-diagonal element vanishes for every rotationally invariant one, whatever its strength or range. The Coulomb repulsion between electrons is of this kind, so within (7/2)^4 it does not mix v = 2 and v = 4. An effective three-body interaction can mix them, and for j = 9/2 a two-body interaction can mix states of different v, both in (9/2)^4 and already between the two J = 9/2 levels of (9/2)^3, which have v = 1 and v = 3.

Mixing with other configurations enlarges the space further. For an isolated atom J is still conserved, if the coupling to a nuclear spin is neglected, but the number of levels of a given J may then be larger than the number found for j^n alone.

Calculated quantities

```
Angular momenta in units of hbar; all counts are pure numbers
Determinants as digits k=j+m; N=count at M; g=levels with J=M
(5/2)^3: 20 determinants in all
  M=9/2 N=1 g=1: 543
  M=7/2 N=1 g=0: 542
  M=5/2 N=2 g=1: 541 532
  M=3/2 N=3 g=1: 540 531 432
  M=1/2 N=3 g=0: 530 521 431
(7/2)^3: 56 determinants in all
  M=15/2 N=1 g=1: 765
  M=13/2 N=1 g=0: 764
  M=11/2 N=2 g=1: 763 754
  M=9/2 N=3 g=1: 762 753 654
  M=7/2 N=4 g=1: 761 752 743 653
  M=5/2 N=5 g=1: 760 751 742 652 643
  M=3/2 N=6 g=1: 750 741 732 651 642 543
  M=1/2 N=6 g=0: 740 731 650 641 632 542
(7/2)^4: 70 determinants in all
  M=8 N=1 g=1: 7654
  M=7 N=1 g=0: 7653
  M=6 N=2 g=1: 7652 7643
  M=5 N=3 g=1: 7651 7642 7543
  M=4 N=5 g=2: 7650 7641 7632 7542 6543
  M=3 N=5 g=0: 7640 7631 7541 7532 6542
  M=2 N=7 g=2: 7630 7621 7540 7531 7432 6541 6532
  M=1 N=7 g=0: 7620 7530 7521 7431 6540 6531 6432
  M=0 N=8 g=1: 7610 7520 7430 7421 6530 6521 6431 5432
N(M) for two electrons, M = 0, 1, ..., 2j-1
  j=3/2: [2, 1, 1]
  j=5/2: [3, 2, 2, 1, 1]
  j=7/2: [4, 3, 3, 2, 2, 1, 1]
Allowed J (a repeated J is written repeatedly)
  j=3/2, n=0 or 4: 0
  j=3/2, n=1 or 3: 3/2
  j=3/2, n=2: 0, 2
  j=5/2, n=0 or 6: 0
  j=5/2, n=1 or 5: 5/2
  j=5/2, n=2 or 4: 0, 2, 4
  j=5/2, n=3: 3/2, 5/2, 9/2
  j=7/2, n=0 or 8: 0
  j=7/2, n=1 or 7: 7/2
  j=7/2, n=2 or 6: 0, 2, 4, 6
  j=7/2, n=3 or 5: 3/2, 5/2, 7/2, 9/2, 11/2, 15/2
  j=7/2, n=4: 0, 2, 2, 4, 4, 5, 6, 8
Repeated J for j <= 7/2: (7/2)^4 J=2; (7/2)^4 J=4
Seniority in (7/2)^4, Omega = 4
  J=0: P+P = [6], v = [0]
  J=2: P+P = [0, 2], v = [4, 2]
  J=4: P+P = [0, 2], v = [4, 2]
  J=5: P+P = [0], v = [4]
  J=6: P+P = [2], v = [2]
  J=8: P+P = [0], v = [4]
(9/2)^3 allowed J: 3/2, 5/2, 7/2, 9/2, 9/2, 11/2, 13/2, 15/2, 17/2, 21/2
```
